# Does a straight inverse-density plot measure recombination alone in an afterglow?

## Question

I have been given a synthetic electron-density trace that imitates the afterglow of a pulsed hydrogen plasma: 0.2 Torr, 300 K, plates 10 cm apart. The record starts 0.5 ms after power-off, at \(10^{10}\ \mathrm{cm^{-3}}\), and lasts 1 ms. By the end, the density has fallen to about half.

If electrons disappear by recombining with positive ions, then \(dn/dt=-\alpha n^2\), so \(1/n\) should rise linearly in time with slope \(\alpha\). I plotted \(1/n\) against \(t\), and the line is very good: \(R^2=0.9991\), with slope \(1.05\times10^{-7}\ \mathrm{cm^3/s}\). I concluded that diffusion to the plates is negligible and that this slope is the recombination coefficient.

A colleague says that the straightness proves neither claim. Surely diffusion gives an exponential decay, which would bend the plot? How much could it change the slope, and how would I separate the two losses?

## Answer

Your colleague is right. Diffusion does bend the plot, but over a short window it mostly makes it steeper. The trace you describe is reproduced by a recombination coefficient of \(7.0\times10^{-8}\ \mathrm{cm^3/s}\), so your fitted slope is 50% above the true value.

### What the slope contains

Take one dominant positive ion and a quasi-neutral plasma, so that the ion density equals the electron density \(n\). Assume that nothing ionizes the gas any more and that the coefficients are constant. If diffusion removes a fixed fraction \(\nu\) of the electrons per unit time, then

\[
\frac{dn}{dt}=-\alpha n^2-\nu n .
\]

Let \(y=1/n\). The chain rule gives

\[
\frac{dy}{dt}=-\frac{1}{n^2}\frac{dn}{dt}
=\frac{\alpha n^2+\nu n}{n^2}
=\alpha+\frac{\nu}{n}.
\]

The local slope is thus inflated by the diffusion frequency divided by the density. Both terms are in \(\mathrm{cm^3/s}\). The second grows as the plasma decays, because diffusion removes a fixed fraction per unit time, whereas the fraction removed by recombination, \(\alpha n\), falls with density.

For the numbers, I take a rough ion mobility of \(11\ \mathrm{cm^2/Vs}\) for H₃⁺ at standard gas density. Mobility scales inversely with gas density, which gives \(\mu=4.59\times10^4\ \mathrm{cm^2/Vs}\) here. In a quasi-neutral plasma, electrons and ions diffuse together. With equal electron and ion temperatures, the ambipolar coefficient is twice that of the ions:

\[
D=2\mu\frac{k_BT}{e}=2374\ \mathrm{cm^2/s}.
\]

The slowest-decaying profile between absorbing plates a distance \(L\) apart is \(\cos(\pi z/L)\), with \(z\) measured from the midplane. Its second derivative is \(-(\pi/L)^2\) times itself, so

\[
\nu=D\left(\frac{\pi}{L}\right)^2
=2374\left(\frac{\pi}{10}\right)^2\ \mathrm{s^{-1}}
=234\ \mathrm{s^{-1}}.
\]

At the start of your window, \(\nu/n=234/10^{10}=2.34\times10^{-8}\ \mathrm{cm^3/s}\). At the end, where \(n=4.87\times10^9\ \mathrm{cm^{-3}}\), it is \(4.81\times10^{-8}\ \mathrm{cm^3/s}\). Adding \(\alpha\) gives local slopes of \(9.34\times10^{-8}\) and \(1.18\times10^{-7}\ \mathrm{cm^3/s}\). Neither is \(\alpha\).

### Why the plot still looks straight

The equation \(y'=\alpha+\nu y\) is linear. Adding the constant \(\alpha/\nu\) to \(y\) gives

\[
\frac{d}{dt}\left(y+\frac{\alpha}{\nu}\right)
=\nu\left(y+\frac{\alpha}{\nu}\right),
\]

and therefore, with \(y_0=1/n_0\) at the start of the window,

\[
y(t)=\left(y_0+\frac{\alpha}{\nu}\right)e^{\nu t}-\frac{\alpha}{\nu},
\qquad
y'(t)=(\alpha+\nu y_0)e^{\nu t}.
\]

If \(\nu\to0\), then \(e^{\nu t}-1\to\nu t\), and the solution becomes the familiar \(y_0+\alpha t\). If instead \(\nu t\gg1\), the exponential dominates and \(n\) decays as \(e^{-\nu t}\). This is the exponential you had in mind, but your window ends long before that limit.

Over a window of length \(T\), the slope grows by the factor \(e^x\), where \(x=\nu T\). Here \(x=0.234\) and \(e^x=1.264\). A 26% change of slope sounds visible, but \(R^2\) barely registers it.

To see why, put \(s=t/T\) and \(u=s-\tfrac12\). Apart from an added constant and a multiplying constant, the curve is \(e^{xu}\). Neither constant affects \(R^2\), because the fitted line shifts and scales with the data. For small \(x\),

\[
e^{xu}=1+xu+\frac{x^2u^2}{2}+\cdots .
\]

For evenly spaced, closely sampled points, averages become integrals over \(-\tfrac12<u<\tfrac12\). The linear term has variance \(x^2\langle u^2\rangle=x^2/12\). By symmetry \(u^2\) has no correlation with \(u\), so the line can absorb only its mean. The variance left over is

\[
\frac{x^4}{4}\left(\langle u^4\rangle-\langle u^2\rangle^2\right)
=\frac{x^4}{4}\left(\frac1{80}-\frac1{144}\right)
=\frac{x^4}{720}.
\]

Dividing by \(x^2/12\) gives, to leading order in \(x\),

\[
1-R^2\simeq\frac{x^2}{60}.
\]

For your window this is \(9.15\times10^{-4}\), in agreement with \(R^2=0.9991\).

The recombination coefficient has dropped out. In this model, a trace with \(\alpha=0\), the same \(\nu\) and the same window has the same \(R^2\), 0.9991. It contains no recombination at all, yet its fitted slope is \(2.64\times10^{-8}\ \mathrm{cm^3/s}\). A high \(R^2\) tells you that \(\nu T\) is small, not that \(\nu/n\) is small compared with \(\alpha\).

The root-mean-square misfit of your line is 0.61% of the mean \(1/n\). Density noise of 1% per point would be larger than this misfit.

### What the fitted line measures

The slope of the chord joining the two end points is the time average of the local slope:

\[
\frac{y(T)-y_0}{T}
=\frac1T\int_0^T(\alpha+\nu y)\,dt
=\alpha+\nu\,\overline{\left(\frac1n\right)} .
\]

The bar denotes the average over the window. A least-squares line weights the points differently. On \(0<s<1\), the variance of \(s\) is \(1/12\), so its slope in \(s\) is \(12\int_0^1(s-\tfrac12)y\,ds\). The constant \(-\alpha/\nu\) integrates to zero against \(s-\tfrac12\). For the exponential,

\[
\begin{aligned}
\int_0^1\left(s-\tfrac12\right)e^{xs}ds
&=\frac{e^x}{x}-\frac{e^x-1}{x^2}-\frac{e^x-1}{2x}\\
&=\frac{(x-2)e^x+x+2}{2x^2}.
\end{aligned}
\]

Multiply by 12 and by the amplitude \(y_0+\alpha/\nu=(\alpha+\nu y_0)/\nu\), then divide by \(T\) to return to real time. Since \(\nu T=x\),

\[
b_{\rm fit}=(\alpha+\nu y_0)\,G(x),
\qquad
G(x)=\frac{6[(x-2)e^x+x+2]}{x^3}.
\]

Expanding the exponential gives \(G=1+x/2+3x^2/20+\cdots\). For \(x=0.234\), \(G=1.126\), and

\[
b_{\rm fit}=(9.34\times10^{-8})(1.126)
=1.05\times10^{-7}\ \mathrm{cm^3/s}.
\]

This is your slope. The chord gives the same value to three figures.

The formula also shows what a denser plasma can and cannot cure. With \(\nu\), \(\alpha\) and the 1 ms window held fixed, starting at \(10^{11}\ \mathrm{cm^{-3}}\) lowers the fitted slope to \(8.14\times10^{-8}\ \mathrm{cm^3/s}\), which is still 16% above \(\alpha\). Even for \(y_0\to0\), the result is \(\alpha G(x)\), about 13% too high. With \(\nu\) constant, however dense the plasma is at first, recombination brings it down during the window to densities where diffusion matters, and a small bias requires both \(\nu\ll\alpha n_0\) and \(\nu T\ll1\). This floor belongs to the constant-\(\nu\) equation. In the gap treated below, a dense start flattens the profile and lowers the diffusion frequency at the centre. From a cosine, the excess there is about 6% at \(10^{11}\ \mathrm{cm^{-3}}\) and under 2% at \(10^{12}\ \mathrm{cm^{-3}}\), whereas for the density averaged across the gap it stays near 45% and 37%.

### What a straight plot can establish

Straightness becomes informative when it is combined with the fall in density. Define \(F=n_0/n(T)=y(T)/y_0\). The solution gives

\[
y(T)-y_0=\left(y_0+\frac{\alpha}{\nu}\right)(e^x-1)
=\frac{y'(0)}{\nu}(e^x-1).
\]

Solving for \(y'(0)\), the diffusion share of the initial slope is

\[
\frac{\nu y_0}{y'(0)}
=\frac{y_0(e^x-1)}{y(T)-y_0}
=\frac{e^x-1}{F-1}.
\]

At the end, \(y\) is larger by \(F\) and the slope by \(e^x\), so the share there is

\[
\frac{\nu y(T)}{y'(T)}
=\frac{F}{e^x}\,\frac{e^x-1}{F-1}
=\frac{F(1-e^{-x})}{F-1}.
\]

Your density falls by \(F=2.05\). The initial share is \(0.264/1.053=25\%\), and the final share is 41%. For \(F\gg1\), the initial share tends to zero and the final one to \(1-e^{-x}\), which is small if \(x\) is small. Within this rate equation, then, a plot that stays straight while the density falls many times over is good evidence that recombination dominates. After a fall by only a factor of two, an equally straight plot can still hide a large diffusion share, as yours does.

### How to separate the losses

Plot the local slope \(y'\) against \(y\), not against time. Since \(y'=\alpha+\nu y\), the intercept is \(\alpha\) and the gradient is \(\nu\). Applied to the noise-free trace, this returns \(7.0\times10^{-8}\ \mathrm{cm^3/s}\) and \(234\ \mathrm{s^{-1}}\).

Differentiation amplifies noise, so with measured data it is better to fit the full solution \(y(t)\), with \(\alpha\), \(\nu\) and \(y_0\) free. The attainable accuracy can be estimated beforehand. Let \(J\) hold the derivatives of \(\ln y\) at each sample with respect to the logarithms of the three parameters. For small independent errors \(\epsilon\) in \(\ln y\), least squares shifts the parameters by \((J^TJ)^{-1}J^T\epsilon\). If every error has variance \(\sigma^2\), the covariance of these shifts is

\[
(J^TJ)^{-1}J^T(\sigma^2 I)J(J^TJ)^{-1}
=\sigma^2(J^TJ)^{-1}.
\]

With 51 evenly spaced samples and 1% noise, the standard error of \(\alpha\) is 10.5% of its value for your 1 ms window. Stretching the window to 5 ms, with the same number of samples and the same relative noise, reduces it to 1.6%. The scatter in 400 simulated noisy fits of the long window was 1.7%, which supports the estimate. The longer record lets the exponential bend show, and that bend identifies \(\nu\). These figures cover random noise only, not errors in the rate equation.

An independent check is to change the plate gap. At fixed gas conditions and temperatures, \(\nu\propto L^{-2}\) for the cosine profile, whereas \(\alpha\) does not depend on \(L\).

### Where in the gap is the density measured?

So far \(\nu\) has been constant. In a real gap it depends on the density profile, which recombination changes. Between wide plates,

\[
\frac{\partial n}{\partial t}
=D\frac{\partial^2n}{\partial z^2}-\alpha n^2,
\qquad n(\pm L/2,t)=0 .
\]

Dividing by \(-n^2\) at the centre gives

\[
\frac{d}{dt}\frac1{n_c}=\alpha+\frac{\nu_c}{n_c},
\qquad
\nu_c=-\frac{D}{n_c}\left.\frac{\partial^2n}{\partial z^2}\right|_{z=0}.
\]

The form of the law survives, with \(\nu_c\) as the instantaneous diffusion frequency. It equals \(D(\pi/L)^2\) for a cosine. But recombination removes the fraction \(\alpha n\) per unit time, which is largest at the centre, so it flattens the top of the profile and reduces \(\nu_c\).

I solved this equation from a cosine with \(10^{10}\ \mathrm{cm^{-3}}\) at its centre. After 1 ms, \(\nu_c\) is 0.78 of the cosine value. The fitted slope at the centre is \(9.8\times10^{-8}\ \mathrm{cm^3/s}\), 41% above \(\alpha\) instead of 50%. The excess depends on the starting profile: if the cosine is placed at power-off instead, scaled so that the centre density is again \(10^{10}\ \mathrm{cm^{-3}}\) at the start of the window, the profile is already flatter when the window opens, and the excess is 34%.

An instrument that averages across the gap sees something different. Integrating the diffusion equation over the gap and dividing by \(L\) gives

\[
\frac{d\langle n\rangle}{dt}
=-\nu_w\langle n\rangle-\alpha\langle n^2\rangle,
\qquad
\nu_w=\frac{2D}{L\langle n\rangle}
\left|\frac{\partial n}{\partial z}\right|_{\rm wall},
\]

where the factor 2 counts both plates. Dividing by \(-\langle n\rangle^2\),

\[
\frac{d}{dt}\frac1{\langle n\rangle}
=\alpha S+\frac{\nu_w}{\langle n\rangle},
\qquad
S=\frac{\langle n^2\rangle}{\langle n\rangle^2}\ge1 .
\]

For a cosine, \(\langle n\rangle=2n_c/\pi\) and \(\langle n^2\rangle=n_c^2/2\), so \(S=\pi^2/8=1.23\). In the same solution, \(S\) falls only to 1.21 by the end. Both terms are now larger than \(\alpha\) and \(\nu/n_c\): the first through \(S\), the second mainly because the average density is below the central one. As the profile flattens, \(\nu_w\) also rises, by 10% at the end of the window. The fitted slope is \(1.42\times10^{-7}\ \mathrm{cm^3/s}\), about twice \(\alpha\). Here the average starts at \(6.4\times10^9\ \mathrm{cm^{-3}}\). If the recorded \(10^{10}\ \mathrm{cm^{-3}}\) is itself the average, the slope is \(1.27\times10^{-7}\ \mathrm{cm^3/s}\), or 1.8 times \(\alpha\).

This also limits the cure above. When \(\nu_c\) or \(S\) drifts, the plot of slope against \(1/n\) is no longer an exact straight line, and fitting the constant-\(\nu\) solution gives a biased \(\alpha\) even without noise. For the cosine start used here and a fit with equal weights in \(\ln y\), the centre density gives an \(\alpha\) that is 13% too high over 1 ms and 9% too low over 5 ms. The averaged density gives values 16% and 28% too high. These figures depend on the weighting: with equal weights in \(y\), the 5 ms values become 13% too low and 30% too high. A longer window reduces the random error, but it does not remove this one. For more accurate work, fit the diffusion equation itself, averaged in the way the instrument averages. This also needs a realistic starting profile. If the profile was a cosine at power-off but the fit assumes one at the start of the window, the centre density gives an \(\alpha\) about 15% too low over 1 ms, with \(D\) left free. Nor does a wider gap alone cure an averaged measurement: when diffusion becomes negligible, its local slope approaches \(\alpha S\), not \(\alpha\). For the cosine start, \(S\) then falls from 1.23 to 1.16 over the window, and the fitted slope is about \(1.19\alpha\).

### How close is this to a real hydrogen afterglow?

The pressure, gap and density are plausible for a modest pulsed plasma used for surface cleaning. At the same \(\nu\), a denser source has a smaller \(\nu/n\). The coefficients are rough values, and the following estimates rest on rough rates too.

- **Clusters.** The largest correction to \(\alpha\) among those I sized is H₅⁺, which recombines much faster than H₃⁺. At equilibrium it would add about 11% to the effective \(\alpha\).
- **Impurities and other ions.** Water at 0.1 ppm would raise \(\alpha\) by about 4% by the end of the window. If 5% of the ions at power-off were H⁺, only about half of these would have turned into H₃⁺ by the time the window opens.
- **Three-body recombination.** With a second electron taking up the energy, it adds about 2% to \(\alpha\) at the starting density.
- **Geometry.** For plates of 30 cm radius, loss at the side raises \(\nu\) by 6.5%. A nonzero density at the plates lowers it by 0.7%.
- **Electron temperature.** Elastic collisions alone allow about 19 cooling times before the window opens. Electrons still 10% too hot would raise \(\nu\) by 5% and lower \(\alpha\) by about 5%, if \(\alpha\propto T_e^{-1/2}\).

Quasi-neutrality is safe in the bulk: the Debye length at the end of the window is 0.0017 cm. One omission may outweigh all of these: recombination assisted by neutral H₂, which experiments suggest can exceed the two-body process at such pressures. Read \(7.0\times10^{-8}\ \mathrm{cm^3/s}\) as a two-body value used to make the trace, not as a prediction for real hydrogen at 0.2 Torr. I have also not sized negative ions or electron heating by vibrationally excited molecules. Either could matter after a long or strong pulse, and negative ions would break the assumption that the electron and positive-ion densities are equal.

For your trace, then, report \(1.05\times10^{-7}\ \mathrm{cm^3/s}\) as the mean slope over that density range, not as the recombination coefficient. Further figures are in the numerical output below; those for other starting profiles, for \(\nu_w\) and for the fits to the gap solution are not listed there.

## Computed values

```
gas pressure: 0.2 Torr
gas temperature: 300 K
gas density: 6.438e+15 cm^-3
gap: 10 cm
plate radius: 30 cm
true alpha (rough input): 7e-08 cm^3/s
reduced ion mobility (rough input): 11 cm^2/Vs
ion mobility at pressure: 4.591e+04 cm^2/Vs
ambipolar diffusion coefficient: 2374 cm^2/s
diffusion frequency nu: 234.3 1/s
delay after power-off: 0.5 ms
window: 1 ms
density at power-off, extrapolated: 1.788e+10 cm^-3
density at window start: 1e+10 cm^-3
density at window end: 4.871e+09 cm^-3
density fall factor F: 2.053
nu times window, x: 0.2343
nu/n at start: 2.343e-08 cm^3/s
nu/n at end: 4.809e-08 cm^3/s
local slope at start: 9.343e-08 cm^3/s
local slope at end: 1.181e-07 cm^3/s
slope ratio end/start: 1.264
chord slope: 1.053e-07 cm^3/s
fitted slope: 1.052e-07 cm^3/s
fitted slope above alpha: 50.26 %
R^2 of line: 0.999086
R^2 with alpha = 0: 0.999086
1-R^2 from x^2/60: 0.0009147
rms misfit of line / mean 1/n: 0.6103 %
fitted slope with alpha = 0: 2.637e-08 cm^3/s
fitted slope at 10x start density: 8.144e-08 cm^3/s
diffusion share of slope, start: 25.08 %
diffusion share of slope, end: 40.72 %
alpha from slope-versus-1/n plot: 7e-08 cm^3/s
nu from slope-versus-1/n plot: 234.3 1/s
alpha error, 1% noise, 51 points, 1 ms: 10.51 %
alpha error, 1% noise, 51 points, 5 ms: 1.568 %
scatter of alpha in 400 simulated 5 ms fits: 1.65 %
plates: centre nu at end / fundamental nu: 0.7823
plates: fitted slope, centre density: 9.845e-08 cm^3/s
plates: fitted slope, average density: 1.422e-07 cm^3/s
plates: shape factor S at start: 1.234
plates: shape factor S at end: 1.207
neglected: side-wall loss, change of nu: 6.512 %
neglected: finite wall density, change of nu: -0.735 %
neglected: H5+ clusters, change of alpha: 11.28 %
neglected: three-body, change of alpha: 1.741 %
neglected: H+ left at start (5% born): 2.685 %
neglected: 0.1 ppm water, alpha at end: 4.335 %
electron cooling e-folds in delay (elastic): 18.86
10% hotter electrons, change of nu: 5 %
10% hotter electrons, alpha as Te^-0.5: -4.654 %
Debye length at window end: 0.001713 cm
```
